# Density-fitted exchange from half-transformed tensors, and its cost beside Coulomb

## Symmetry fixes the two contractions

A closed-shell determinant does not change when its occupied orbitals are rotated among themselves. Let $C_{\lambda i}$ be the real coefficients of $o$ orthonormal, doubly occupied orbitals in $N$ real atomic orbitals $\chi_\lambda$. A mean-field matrix that is quadratic in $C$ contains them as $\sum_{ij}C_{\lambda i}m_{ij}C_{\sigma j}$, and this must survive $C\to CU$ for every orthogonal $U$. Flipping the sign of one orbital removes the off-diagonal $m_{ij}$; exchanging two orbitals makes the diagonal elements equal. What remains is proportional to

$$P_{\lambda\sigma}=\sum_{i=1}^{o}C_{\lambda i}C_{\sigma i},\qquad D=2P .$$

Suppose further that the repulsion integrals factorize through an auxiliary index $Q=1,\dots,M$:

$$(\mu\nu|\lambda\sigma)\approx\sum_Q B^Q_{\mu\nu}B^Q_{\lambda\sigma},\qquad B^Q_{\mu\nu}=B^Q_{\nu\mu}. \tag{1}$$

Here $(\mu\nu|\lambda\sigma)$ is the repulsion between the charge clouds $\chi_\mu\chi_\nu$ and $\chi_\lambda\chi_\sigma$. The free indices $\mu,\nu$ and the density indices $\lambda,\sigma$ can be shared between the two factors as $\{\mu\nu\}\{\lambda\sigma\}$, $\{\mu\lambda\}\{\nu\sigma\}$ or $\{\mu\sigma\}\{\nu\lambda\}$. The last two agree because $P$ is symmetric. Two matrices are left:

$$J_{\mu\nu}=\sum_{Q\lambda\sigma}B^Q_{\mu\nu}B^Q_{\lambda\sigma}D_{\lambda\sigma},\qquad
K_{\mu\nu}=\sum_{Q\lambda\sigma}B^Q_{\mu\lambda}P_{\lambda\sigma}B^Q_{\nu\sigma}. \tag{2}$$

In $J$ both density indices sit on one factor, so the density collapses to a vector over $Q$. In $K$ the density links the two factors and no such collapse is available. This is the origin of the extra factor $o$ in the cost.

The normalization in (2) follows from the closed-shell repulsion energy $\sum_{ij}[2(ii|jj)-(ij|ij)]$. Since $D=2P$,

$$\tfrac12\mathrm{Tr}\,DJ=\tfrac12\cdot4\sum_{ij}(ii|jj),\qquad
\tfrac12\mathrm{Tr}\,DK=\mathrm{Tr}\,PK=\sum_{ij}(ij|ij).$$

With $h$ the one-electron matrix, the energy is $E=\mathrm{Tr}\,Dh+\tfrac12\mathrm{Tr}\,DJ-\tfrac12\mathrm{Tr}\,DK+E_{\rm nuc}$ and the Fock matrix is $F=h+J-K$. If $K$ is built from $D$ instead of $P$, it doubles and must enter $F$ with a factor one half.

## The fitted tensor

Let $\rho$ be any real charge cloud made of orbital products. Approximate it by $\tilde\rho=\sum_Q c_Q\chi_Q$, where the $\chi_Q$ are auxiliary functions, and minimize the Coulomb self-repulsion of the residual. With $V_{QR}=(Q|R)$ and $d_Q=(Q|\rho)$,

$$(\rho-\tilde\rho|\rho-\tilde\rho)=(\rho|\rho)-2c^{\mathsf T}d+c^{\mathsf T}Vc .$$

The Coulomb form is positive: in Fourier space $(f|f)=\frac{1}{2\pi^2}\int|\hat f(\mathbf k)|^2k^{-2}\,d^3k$. Hence $V$ is positive definite when the auxiliary functions are linearly independent. Setting the gradient $-2d+2Vc$ to zero gives the unique minimum

$$Vc=d. \tag{3}$$

The residual $\delta_\rho=\rho-\tilde\rho$ then obeys $(Q|\delta_\rho)=d_Q-(Vc)_Q=0$ for every $Q$. For two clouds $\rho$ and $\sigma$, expand $(\tilde\rho+\delta_\rho|\tilde\sigma+\delta_\sigma)$. The cross terms vanish by this orthogonality, leaving

$$(\rho|\sigma)-(\tilde\rho|\tilde\sigma)=(\delta_\rho|\delta_\sigma). \tag{4}$$

The integral error is therefore of second order in the residuals. The fitted integral itself is

$$(\tilde\rho|\tilde\sigma)=c_\rho^{\mathsf T}Vc_\sigma=d_\rho^{\mathsf T}V^{-1}d_\sigma .$$

Factorize $V=LL^{\mathsf T}$ with $L$ lower triangular. Then $V^{-1}=L^{-\mathsf T}L^{-1}$, and the integral becomes the scalar product of $L^{-1}d_\rho$ and $L^{-1}d_\sigma$. Applied to all orbital products, with $T_{Q,\mu\nu}=(Q|\mu\nu)$, this is equation (1), where $B$ solves

$$LB=T. \tag{5}$$

### Signs of the errors

Equation (4) says that the error matrix over orbital pairs is a matrix of Coulomb scalar products, hence positive semidefinite. For the total electron density $\rho$ and the pair clouds $\phi_i\phi_j$, at fixed orbitals,

$$\Delta E_J=-\tfrac12(\delta_\rho|\delta_\rho)\le0,\qquad
\Delta E_X=+\sum_{ij}(\delta_{ij}|\delta_{ij})\ge0, \tag{6}$$

where $\Delta$ means fitted minus unfitted and $E_X=-\sum_{ij}(ij|ij)$. Each residual norm is a minimum over the auxiliary space, so adding functions to an existing set cannot raise either error in magnitude. The sum of the two has no fixed sign.

## Half-transformation

Insert $P=CC^{\mathsf T}$ into the exchange part of (2) and group each coefficient with its own tensor:

$$K_{\mu\nu}=\sum_{Qi}\Big(\sum_\lambda B^Q_{\mu\lambda}C_{\lambda i}\Big)\Big(\sum_\sigma B^Q_{\nu\sigma}C_{\sigma i}\Big).$$

The brackets are the same object with a different free index. One half-transformed tensor suffices:

$$X^Q_{\mu i}=\sum_\lambda B^Q_{\mu\lambda}C_{\lambda i},\qquad
K_{\mu\nu}=\sum_{Qi}X^Q_{\mu i}X^Q_{\nu i}. \tag{7}$$

Physically, $X^Q_{\mu i}$ is the component of the cloud $\chi_\mu\phi_i$ along one Coulomb-orthonormal auxiliary direction, and $K_{\mu\nu}$ is the fitted repulsion between $\chi_\mu\phi_i$ and $\chi_\nu\phi_i$, summed over $i$. Rotating the orbitals sends $X$ to $XU$, and $UU^{\mathsf T}=1$ leaves $K$ unchanged. For any vector $v$, $v^{\mathsf T}Kv=\sum_{Qi}(\sum_\mu v_\mu X^Q_{\mu i})^2\ge0$, so a negative eigenvalue of $K$ beyond rounding signals a fault.

```
setup, once per geometry
    V[Q,R]  = (Q|R)
    T[Q,mn] = (Q|mn)
    L = cholesky(V)
    B = solve_lower(L, T)

coulomb(B, D)
    g[Q]   = sum over l,s of B[Q,l,s] * D[l,s]
    J[m,n] = sum over Q   of g[Q] * B[Q,m,n]

exchange(B, C)
    K = 0
    for each block of Q
        X[Q,m,i] = sum over l of B[Q,m,l] * C[l,i]
        Y[m,(Q,i)] = X[Q,m,i]
        K = K + Y * transpose(Y)
```

The sum over $Q$ is additive, so a block needs storage only for its own part of $X$. Both exchange steps are matrix products.

## Cost

A dense contraction by conventional matrix multiplication uses one multiplication for each combination of its distinct indices. For one build:

- Coulomb: the indices are $Q,\lambda,\sigma$ in the first step and $Q,\mu,\nu$ in the second, giving $2N^2M$.
- Exchange: the indices are $Q,\mu,\lambda,i$ and then $Q,\mu,\nu,i$, giving $2oN^2M$.

The ratio is $o$. Counting the multiplications actually executed on small random tensors confirmed both expressions. With $(N,M,o)=(5,12,2)$ the counts were 600 and 1200. After doubling all three sizes they were 4800 and 19200, growth factors of 8 and 16. Fitted exchange is thus a fourth-order step in system size when the tensors are dense, and Coulomb a third-order one.

Permutation symmetry changes the prefactors. Storing pairs with $\mu\ge\nu$ reduces Coulomb to $N(N+1)M$. Computing one triangle of $K$ reduces exchange to $oN^2M+\tfrac12oN(N+1)M$. For large $N$ the ratio becomes $3o/2$, because a conventional matrix product gains nothing from the symmetry of $B^Q$ in the half-transformation. (Forming each $B^Q_{\mu\lambda}(C_{\mu i}+C_{\lambda i})$ once per pair halves the multiplications there, but only in exchange for extra additions.) The counts below do not use it.

Using $P$ directly, by forming $B^QP$ and multiplying by $B^Q$, costs $2N^3M$, so the occupied factor saves $N/o$. The factor can be recovered when only $P$ is at hand: $P$ is positive semidefinite of rank $o$, a pivoted Cholesky factorization gives $P=WW^{\mathsf T}$ with $o$ columns in at most about $oN^2$ multiplications, and $W$ can replace $C$ in (7).

### The cost of fitting

Forward substitution in (5) takes $M(M+1)/2$ multiplications and divisions per orbital pair, or $N^2M(M+1)/2$ in all. Measured in exchange builds this is

$$\frac{N^2M(M+1)/2}{2oN^2M}=\frac{M+1}{4o}.$$

It is paid once per geometry, but it is not of order $N^2M$, and two variants avoid it.

When only Coulomb is needed, do not form $B$. Equations (1) and (5) give $J=T^{\mathsf T}V^{-1}(TD)$, with $D$ read as a vector over pairs. Contract $T$ with $D$, solve for $M$ coefficients by two triangular solves, and contract back. Once $V$ has been factorized, the cost per build is $2N^2M+M(M+1)$.

When exchange is needed for few builds, transform first and fit afterwards. The matrix $L^{-1}$ acts on $Q$ and $C$ acts on $\lambda$, so the order is free. Fitting the half-transformed integrals costs $oNM(M+1)/2$ per build. After $n$ builds this equals the one-time cost of $B$ when $n=N/o$. Below that number of builds, late fitting needs less work.

### Comparison with four-index integrals

Contracting stored four-index integrals with $P$ takes $N^4$ multiplications, again without symmetry. The ratio of fitted to four-index work is

$$\frac{2oN^2M}{N^4}=\frac{2oM}{N^2}. \tag{8}$$

Two limits differ. If the molecule grows in a fixed type of basis, $N$, $M$ and $o$ grow together and (8) stays constant: fitting does not lower the formal order of dense exchange. If the basis grows on a fixed molecule, $o$ is constant, and with $M$ growing no faster than $N$ the ratio falls at least as fast as $1/N$.

## Acetylene in numbers

The example is linear C₂H₂ with chosen bond lengths of 1.20 Å (C–C) and 1.06 Å (C–H), treated by restricted Hartree–Fock in the cc-pVDZ basis with the cc-pVDZ-JKFIT auxiliary set. The reference is the same calculation with unfitted integrals. Both calculations share the same incomplete orbital basis and omit electron correlation, relativity and nuclear motion, so the differences below measure fitting alone. The full values are in the numerical output.

The sizes are $N=38$, $M=186$ and $o=7$. One Coulomb build takes

$$2\times38^2\times186=537\,168$$

multiplications, and one exchange build takes seven times as many, 3 760 176. The density-matrix route would need 20 412 384, more by $38/7\approx5.4$. Making $B$ costs 25 112 604 operations, or $187/28\approx6.7$ exchange builds. The self-consistent run, started from the unfitted orbitals, used 9 cycles without convergence acceleration to bring the change in $P$ below $10^{-8}$. That is more than the break-even number $N/o\approx5.4$, so storing $B$ was the cheaper choice for this run. The margin depends on the threshold: at $10^{-6}$ five cycles suffice, just below break-even.

Against four-index integrals the small basis gives no saving in multiplications for exchange: $N^4=2\,085\,136$, and the ratio (8) is 1.80. It falls to 0.39 in cc-pVTZ and 0.15 in cc-pVQZ, each with its matching JKFIT set. The Coulomb build does save in cc-pVDZ, since $537\,168/2\,085\,136\approx0.26$. Fitting also gains storage: $B$ has 268 584 elements, about one eighth of $N^4$. Part of this gain disappears if both sides use symmetry. There are $38\times39/2=741$ distinct pairs, hence $741\times742/2=274\,911$ distinct integrals against $741\times186=137\,826$ elements of $B$, a factor of two.

### Energy errors

At the unfitted orbitals the Coulomb energy is 1662.8007 eV without fitting and 1662.7998 eV with it. The exchange energies are −299.0674 eV and −299.0635 eV. The signs agree with (6), and the errors add to

$$-0.00084+0.00390=0.00306\ \text{eV}.$$

The total is positive because the exchange error is the larger in this case. Letting the orbitals relax in the fitted field changes the error by only about $2\times10^{-6}$ eV. The reason is that the unfitted orbitals make the unfitted energy stationary. The orbital gradient of the fitted energy at that point is first order in the Fock-matrix error, so the energy gained by relaxation is second order. The fitted self-consistent total is −2090.535 eV (−76.82575 hartree), and a separate density-fitted Hartree–Fock implementation reproduces it to rounding. These digits belong to the cc-pVDZ basis: in cc-pVTZ the Hartree–Fock energy is lower by 0.024 hartree (0.65 eV).

One pair supplies a sizeable part of the exchange error. For the two occupied π orbitals, $(xy|xy)$ is 0.535024 eV unfitted and 0.534459 eV fitted. By (4) the difference, 0.000565 eV, is the self-repulsion of the unfitted part of $\phi_x\phi_y$. Both orders of the pair enter $E_X$, so this pair supplies $2\times0.000565\approx0.0011$ eV, some 29% of the exchange error.

Angular symmetry shows what this cloud demands. Around the molecular axis the orbitals vary as $\cos\varphi$ and $\sin\varphi$, and their product as $\tfrac12\sin2\varphi$. An auxiliary function centred on the axis can match this only if its angular momentum $l$ is at least 2. The total density contains $\cos^2\varphi+\sin^2\varphi=1$ and is axially symmetric, so Coulomb makes no such demand. The same demand appears in the diagonal exchange terms. The clouds $\phi_x^2$ and $\phi_y^2$ are a common axially symmetric part plus and minus a part varying as $\tfrac12\cos2\varphi$, which is $\phi_x\phi_y$ turned by 45° about the axis and has the same fitting error. The cross terms cancel in the sum of the two, so these parts add another $2\times0.000565$ eV, and the twofold angular component of the π clouds carries about 58% of the exchange error. These shares are specific to this auxiliary set. With cc-pVTZ-JKFIT the exchange error is 0.0013 eV for the same orbitals and 0.0023 eV for cc-pVTZ orbitals, and the twofold component carries only 21% and 23% of it.

Removing the highest angular momentum from the auxiliary set of each element leaves $M=138$. The Coulomb error grows in magnitude from 0.0008 to 0.0052 eV, and the exchange error from 0.0039 to 0.085 eV, about 22-fold. The nesting argument forbids either error from shrinking; it does not fix how much they grow. The cut removes the f functions on carbon and the d functions on hydrogen but leaves the carbon d functions, so the condition $l\ge2$ is still met and the angular argument does not by itself explain why exchange suffers more. With the cut set the error of $(xy|xy)$ rises to 0.0140 eV, and the twofold component of the π clouds carries about 66% of the larger exchange error.

## Stability

Near-linear dependence among auxiliary functions makes an eigenvalue $s$ of $V$ small. Let $u$ be its normalized eigenvector and $d_u=u^{\mathsf T}d$. This direction contributes $d_u^2/s$ to the fitted $(\rho|\rho)$. An error $\varepsilon$ in $d_u$ changes the contribution by $(2d_u\varepsilon+\varepsilon^2)/s$. The Cauchy–Schwarz inequality gives $|d_u|\le\sqrt{s(\rho|\rho)}$, so the change is at most

$$2|\varepsilon|\sqrt{(\rho|\rho)/s}+\varepsilon^2/s .$$

It grows without limit as $s\to0$, even though the true contribution stays bounded by $(\rho|\rho)$.

If the Cholesky factorization breaks down, or $s$ is too small for the accuracy of the integrals, diagonalize $V$, discard the eigenvectors below a threshold, and use $B_k=s_k^{-1/2}u_k^{\mathsf T}T$ for the rest. This is a fit in a smaller auxiliary space. The signs in (6) survive, and the price is a possible increase of the fitting error.

The pair-error matrix is a useful diagnostic for small molecules. In the example its lowest eigenvalue is $-3\times10^{-13}$ eV, zero to rounding. A clearly negative value points to inconsistent integrals, a wrong solve, or small integral and rounding errors amplified by a nearly singular $V$.

## Failure modes

**The density has no occupied factor.** Equation (7) needs $P=CC^{\mathsf T}$. Fractional occupations $0\le f_i\le1$ are handled by scaling column $i$ by $\sqrt{f_i}$. An indefinite symmetric matrix needs signs, $P=\sum_i\eta_ic_ic_i^{\mathsf T}$ with $\eta_i=\pm1$, and each term of $K$ then carries its $\eta_i$. The difference of two successive densities has the factor $[C_{\rm new},C_{\rm old}]$ with signs $+$ and $-$. That is $2o$ columns, so an incremental build in this form costs twice a full one unless the columns are compressed.

**$J$ and $K$ belong to different densities.** If $D$ has been damped or mixed while $C$ comes from the latest diagonalization, $h+J-K$ is not the Fock matrix of either density. Factorize the mixed density, or mix Fock matrices instead.

**The auxiliary set is used outside its purpose.** A small error in the total energy does not imply that all orbital products are well fitted. In the example the largest eigenvalue of the pair-error matrix, which is the error for the worst unit-length combination of the 741 distinct atomic-orbital products, is 1.09 eV (1.70 eV if all $N^2$ ordered pairs are indexed), while the total energy is off by 0.003 eV. The fitted matrix over 741 pairs has rank at most 186, so at least 555 independent coefficient vectors have zero fitted self-repulsion. For each of them the error is the whole self-repulsion of the combined cloud, which is small only where the orbital products involved are individually small, as for distant tight functions, or are exactly or nearly linearly dependent. A method that uses products of unoccupied orbitals needs its own check of the fit.

**The dense count is applied to sparse tensors.** In a large molecule many products $\chi_\mu\chi_\nu$ are negligible, and the freedom $C\to CU$ allows localized orbitals that make $X$ sparse as well. The counts $2N^2M$ and $2oN^2M$ then overestimate the necessary work, and their ratio need not be $o$.

## Table of computed values

```
Counted multiplications on small random tensors
  N=5 M=12 o=2: J 600, K 1200
  N=10 M=24 o=4: J 4800, K 19200
  growth on doubling all sizes: J 8, K 16
C2H2, RHF/cc-pVDZ, auxiliary cc-pVDZ-JKFIT
  C-C length 1.20 angstrom, C-H length 1.06 angstrom
  N = 38, M = 186, o = 7
  elements of B: 268584, of X: 49476, of four-index: 2085136
  multiplications for J: 537168
  multiplications for K from orbitals: 3760176
  multiplications for K from density matrix: 20412384
  multiplications for K from four-index integrals: 2085136
  one-time operations to make B from T: 25112604
  relative matrix error: J 4.38e-06, K 3.04e-04
  smallest eigenvalue of pair error: -3.2e-13 eV
  largest eigenvalue of pair error: 1.0861 eV
  Coulomb energy unfitted: 1662.80068 eV
  Coulomb energy fitted:   1662.79984 eV
  exchange energy unfitted: -299.06740 eV
  exchange energy fitted:   -299.06351 eV
  Coulomb error (fitted - unfitted): -0.000839 eV
  exchange error (fitted - unfitted): 0.003897 eV
  cut auxiliary set, highest l removed per element: M = 138
  Coulomb error with cut set: -0.005157 eV
  exchange error with cut set: 0.085060 eV
  pi-pi exchange integral unfitted: 0.535024 eV
  pi-pi exchange integral fitted:   0.534459 eV
  total energy unfitted: -2090.53829 eV = -76.8258653 hartree
  total energy fitted SCF: -2090.53524 eV = -76.8257530 hartree
  total error at fixed orbitals: 0.003058 eV
  total error after fitted SCF:  0.003056 eV
  difference from library fitted SCF: -3.9e-13 eV
  fitted SCF cycles from unfitted orbitals: 9
Exchange work, fitted / four-index = 2 o M / N^2, for C2H2
  cc-pvdz: N = 38, M = 186, ratio = 1.803
  cc-pvtz: N = 88, M = 218, ratio = 0.394
  cc-pvqz: N = 170, M = 314, ratio = 0.152
```
